Ten-Layer ABC Graphene as a Uniform Twenty-Site Chain

**Problem**

Ten graphene layers are stacked in ABC order. Layer l has two sublattices, A_l and B_l, and in this stacking each B_l lies directly below A_(l+1). Keep two couplings: the nearest-neighbour hopping inside each layer, and the vertical coupling γ₁ = 0.38 eV between B_l and A_(l+1). All site energies are equal and are taken as the zero of energy. The electrons are independent.

Near a corner K of the Brillouin zone the intralayer coupling has magnitude u = ħvk, where k is the distance of the momentum from K. Take a lattice constant a = 0.246 nm and an in-plane hopping γ₀ = 3.1 eV, both rough typical values for graphene.

(a) At which k does u equal γ₁?
(b) What is the lowest positive energy at that k?
(c) How does this energy respond to a small change of k?

**Hints**

1. Expand the sum over the three in-plane neighbours to first order in the distance from K. It gives a magnitude proportional to k and a phase.

2. Write the sites in the order A₁, B₁, A₂, B₂, …, A₁₀, B₁₀. Which sites does each one couple to?

3. A chain with two free ends has no closed loop. The phases of the couplings can therefore be absorbed into the amplitudes.

4. With equal couplings, treat the ends as if the wave vanished on one extra site beyond each of them.

5. For (c), u enters every second bond. First-order perturbation theory needs the sum of products of amplitudes across those bonds.

**Solution**

*The intralayer coupling.* The matrix element between A and B in one layer is −γ₀f, where f sums the Bloch phases of the three neighbours:

f = exp(ik_y a/√3) + 2 exp(−ik_y a/(2√3)) cos(k_x a/2).

Put k_x = 4π/(3a) + q_x and k_y = q_y, which measures the momentum from K. To first order,

2cos(2π/3 + q_x a/2) ≈ −1 − (√3/2)a q_x.

Multiplying by 1 − iq_y a/(2√3) and adding 1 + iq_y a/√3, the constants cancel. The terms in q_y add to iq_y a(1/√3 + 1/(2√3)) = i(√3/2)a q_y. Hence

f ≈ −(√3a/2)(q_x − iq_y) = −(√3a/2) k e^(−iφ),

where φ is the direction of the momentum measured from K. The coupling is therefore

−γ₀f = u e^(−iφ), u = ħvk, ħv = √3aγ₀/2.

The numbers are

ħv = √3 × 0.246 nm × 3.1 eV / 2 = 0.660 eV nm,

k = 0.38 eV / 0.660 eV nm = 0.575 nm⁻¹.

This answers (a). The velocity is v = 1.00 × 10⁶ m/s. The corner K itself lies 4π/(3a) = 17.0 nm⁻¹ from the zone centre, so k is small on the scale of the zone and the linear expansion is a reasonable start.

*The chain.* Let a_l and b_l be the amplitudes on A_l and B_l. The eigenvalue equations are

E a_l = u e^(−iφ) b_l + γ₁ b_(l−1),
E b_l = u e^(iφ) a_l + γ₁ a_(l+1),

with b₀ = 0 and a₁₁ = 0, because there are no layers 0 and 11. Each site couples to its neighbours in the order of Hint 2, alternately by u and by γ₁.

To remove the phase, write

a_l = e^(i(l−1)φ) α_l, b_l = e^(ilφ) β_l.

In the first equation every term then carries the factor e^(i(l−1)φ), and in the second every term carries e^(ilφ). Dividing these out leaves

E α_l = u β_l + γ₁ β_(l−1),
E β_l = u α_l + γ₁ α_(l+1).

The angle φ has disappeared, so in this model the energies depend on the magnitude of k and not on its direction.

*Equal couplings.* Set u = γ₁ = t and number the sites in one sequence, ψ_(2l−1) = α_l and ψ_(2l) = β_l. Both equations become

E ψ_n = t(ψ_(n−1) + ψ_(n+1)), n = 1, …, 20, ψ₀ = ψ₂₁ = 0.

Try ψ_n = sin(nθ), which satisfies ψ₀ = 0. Since

sin((n−1)θ) + sin((n+1)θ) = 2cosθ sin(nθ),

the equation holds at every site with E = 2t cosθ. The other end requires sin(21θ) = 0, so

E_j = 2t cos(jπ/21), j = 1, …, 20.

The cosine decreases steadily between 0 and π, so these are twenty different energies. A matrix of twenty rows has no more than twenty eigenvalues, and none is missing.

*The lowest positive level.* The cosine is positive when jπ/21 < π/2, that is for j ≤ 10, and among these it is smallest at j = 10. Because π/2 − 10π/21 = π/42,

E₁₀ = 2t cos(10π/21) = 2t sin(π/42).

With sin(π/42) = 0.07473,

E₁₀ = 2 × 0.38 eV × 0.07473 = 0.0568 eV = 56.8 meV.

This answers (b). The level j = 11 lies at −56.8 meV, and the next positive level, j = 9, at 169 meV.

*What sets this energy.* An infinitely long uniform chain has levels arbitrarily close to zero. The 56.8 meV comes from fitting a standing wave into a chain of twenty sites. The even number matters: a uniform open chain with an odd number of sites has a level exactly at zero. For N layers the same steps apply with 21 replaced by 2N + 1:

E = 2t sin(π/(4N+2)) ≈ πt/(2N+1) for large N.

For N = 1 this gives 2t sin(π/6) = t, which is the energy ħvk of a single layer, as it must be. For N = 10 the approximate form gives 56.8 meV as well; the two differ by 0.05 meV.

The shape of the state follows from θ = π/2 − π/42. On the A sites, where n is odd, |ψ_n| is proportional to cos(nπ/42). On the B sites, where n is even, it is proportional to sin(nπ/42). The A part is largest in layer 1 and falls towards layer 10, and the B part does the reverse. On each sublattice this envelope covers about a quarter of its wavelength across the stack, so the state reaches through all ten layers and is not confined to the surfaces.

*Response to momentum.* First normalize the wave. From sin²x = (1 − cos2x)/2,

Σ sin²(nθ) = 10 − ½ Σ cos(2nθ), n = 1, …, 20.

With n = 0 included, the cosines are the real parts of the 21 different 21st roots of unity, which add to zero. Without it they add to −1. The sum of squares is therefore 21/2, and ψ_n = √(2/21) sin(nθ).

A change of u at fixed γ₁ alters the ten bonds between sites 2l−1 and 2l. To first order the energy changes by the expectation value of the change, in which each bond counts twice:

dE/du = 2 Σ ψ_(2l−1)ψ_(2l) = (2/21) Σ [cosθ − cos((4l−1)θ)], l = 1, …, 10.

The remaining sum C = Σ cos((4l−1)θ) collapses when multiplied by 2sin2θ, because

2 sin2θ cos((4l−1)θ) = sin((4l+1)θ) − sin((4l−3)θ).

Only the ends survive: 2C sin2θ = sin(41θ) − sinθ. Since 42θ = 20π, sin(41θ) = −sinθ, and so C = −sinθ/sin2θ = −1/(2cosθ). Therefore

dE/du = (2/21)[10cosθ + 1/(2cosθ)] = (2/21)(0.747 + 6.691) = 0.708.

A momentum larger by 1% raises u by 3.8 meV and the level by 0.708 × 3.8 = 2.7 meV. This answers (c). The relative change of the level, nearly 5%, is much larger than that of the momentum.

The slope is positive, so the level found in (b) is not the minimum of its band. At 0.9 of this momentum, numerical diagonalization of the twenty-site matrix gives 32.6 meV. The straight-line estimate is 56.8 − 0.708 × 38 = 29.9 meV, so curvature in k is already visible there.

**Variation 1: half the momentum**

*Keep γ₁ = 0.38 eV and halve k. What is the lowest positive energy?*

Now x = u/γ₁ = 1/2 and the chain is no longer uniform. Look first for states at E = 0. On the A sites, uα_l + γ₁α_(l+1) = 0 gives

α_l = (−x)^(l−1),

a state L that decays from layer 1. It fails to be exact at the far end, where the equation for B₁₀ has no α₁₁ to cancel uα₁₀. On the B sites, uβ_l + γ₁β_(l−1) = 0 gives

β_l = (−x)^(10−l),

a state R that decays from layer 10 and fails at A₁. Both have the squared norm

S = 1 + x² + … + x¹⁸ = (1 − x²⁰)/(1 − x²).

Acting on R, the Hamiltonian leaves just the amplitude uβ₁ = u(−x)⁹ on A₁, where L has amplitude 1. The normalized matrix element between the two is u(−x)⁹/S. The diagonal elements vanish because the chain couples A to B alone. The two end states therefore combine into levels at ±E with

E ≈ γ₁ x¹⁰ (1 − x²)/(1 − x²⁰).

For x = 1/2 the last denominator is 1 to the accuracy needed:

E ≈ 380 meV × (1/1024) × 0.75 = 0.278 meV.

Diagonalization of the full matrix gives 0.278 meV too. Halving the momentum has lowered the level by a factor of about 200, because the two end states now meet through their tails.

The estimate leaves out all other states of the chain, which is justified while E is small compared with their energies. It fails as x approaches 1. There (1 − x²)/(1 − x²⁰) tends to 1/10 and the formula gives 38 meV instead of 56.8 meV, since the end states no longer decay.

**Variation 2: the couplings left out**

*Add the skew coupling γ₃ = 0.3 eV between A_l and B_(l+1). How far does the level at ħvk = γ₁ move? What do the other neglected terms do?*

In a common sign convention, used here, the skew coupling has the matrix element −γ₃f* = t₃e^(iφ), with

t₃ = γ₃u/γ₀ = 0.3 × 0.38/3.1 eV = 36.8 meV.

After the change of phases used above it becomes t₃e^(3iφ). It joins sites 2l−1 and 2l+2 and closes loops, so this phase cannot be removed. To first order,

ΔE = 2t₃ cos3φ Σ ψ_(2l−1)ψ_(2l+2) = (2/21) t₃ cos3φ Σ [cos3θ − cos((4l+1)θ)], l = 1, …, 9.

Multiplying the last sum by 2sin2θ again leaves the ends, sin(39θ) − sin3θ = −2sin3θ. Hence

ΔE = (2/21) t₃ cos3φ [9cos3θ + sin3θ/sin2θ] = −0.814 t₃ cos3φ = −(29.9 meV) cos3φ.

The first-order level thus runs from 26.9 to 86.7 meV as the direction of k changes. Diagonalization with φ from 0° to 120° in steps of 5° gives 29.0 to 88.0 meV. The direction of k, which had no influence in the two-coupling model, now changes the level by a factor of three.

The sign of this coupling needs care. A simple estimate from the overlap of p_z orbitals gives +γ₃f* instead. With γ₃ as the only addition, that turns the pattern by 60° in φ and leaves the range of the level unchanged.

A coupling γ₄ between like sublattices of adjacent layers, A_l to A_(l+1) and B_l to B_(l+1), has the matrix element γ₄f. After the change of phases it is −t₄ with t₄ = γ₄u/γ₀, and it joins sites n and n+2. The first-order shift is −2t₄ Σ ψ_nψ_(n+2). The level at −56.8 meV has the amplitudes (−1)ⁿψ_n, for which these products are the same, so both central levels move together. With γ₄ = 0.14 eV, diagonalization puts the upper one at 87.5 meV and leaves half their separation at 56.8 meV.

*Comparison with real graphene.* The values of γ₀, γ₁, γ₃ and γ₄ used here are rough typical ones. Three smaller effects were sized in the same way, each added alone to the two-coupling model at fixed k:

- Keeping the full lattice sum f in place of its linear form spreads the level over 51.2 to 62.2 meV.
- A coupling γ₂/2 between A_l and B_(l+2), with γ₂ = −0.015 eV, spreads it over 50.3 to 63.4 meV.
- A potential energy falling linearly by 50 meV from one outer layer to the other moves it to 56.5 meV. The first-order shift vanishes because the potential is odd about the middle of the stack and ψ_n² is even.

With all five effects together, half the separation of the two central levels ranges from 23.6 to 100.4 meV, and the upper one lies between 52.5 and 132.1 meV above the mean site energy. These two ranges depend on the sign of the skew coupling: with +γ₃f* they become 39.6 to 73.5 meV and 70.5 to 103.7 meV. The pairs joined by γ₃ and by γ₄ are equally far apart, so the p_z overlap estimate gives both hoppings the sign of γ₁. That corresponds to +γ₃f* together with +γ₄f, the second set of ranges, in which half the separation varies with direction by less than a factor of two. Of these five effects, each taken alone at the strength used here, γ₃ changes the separation most. The figure of 57 meV is thus a property of the two-coupling chain. With these five effects added it still gives the scale of half the separation, but not its value along a given direction, nor the position of the upper level relative to the mean site energy. Differences in site energy between the sublattices, self-consistent screening and the interaction between electrons are not included in these ranges. The 0.278 meV of Variation 1 is far more fragile. At half the momentum, γ₃ alone spreads that level from near zero to about 1.1 meV, γ₄ alone moves both central levels up by about 8.6 meV, and the 50 meV potential drop alone puts the upper one at about 23 meV. That value belongs to the two-coupling chain only.

For use at room temperature, the thermal energy at 300 K is 25.9 meV, so the model level is 2.2 times as large. If the chemical potential lies at the zero of energy, this level is then partly occupied.

Numbers in the example were calculated in double precision.
